# Spin-Orbit Splitting at K in a Three-Orbital Model of MoS2: verification in Python

```python
"""Spin splitting at the K point of a three-orbital model of monolayer MoS2.

Result under test: with orbitals dz2, dxy, dx2-y2 on a triangular lattice and
on-site spin-orbit coupling lam*L.S (hbar = 1), the valence state at K is the
orbital m = +2 and splits by 2*lam; the conduction state is m = 0 (dz2) and
does not split.  Small effects outside the model are sized as well.

Symbols: a lattice constant (nm); e1, e2 on-site energies of dz2 and of the
pair dxy, dx2-y2 (eV); t0..t22 nearest-neighbour hoppings (eV); lam coupling
(eV); m eigenvalue of Lz; splitting = E(spin up) - E(spin down).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm

# ---- round model parameters, rough size for monolayer MoS2 ----
a = 0.32
e1, e2 = 1.0, 2.1
t0, t1, t2, t11, t12, t22 = -0.2, 0.4, 0.5, 0.2, 0.35, 0.05
lam = 0.075
# rough assumed inputs for effects outside the model
E_odd_plus, E_odd_minus = 3.2, 4.6      # dxz, dyz levels m = +1, -1 at K (eV)
w_S, xi_S = 0.10, 0.050                 # sulphur p weight, its coupling (eV)
mass_ratio, temperature = 0.5, 300.0    # electron mass / m_e, kelvin

# ---- angular momentum matrices from derivatives and sphere quadrature ----
x, y, z = sp.symbols("x y z", real=True)
polys = [(2*z**2 - x**2 - y**2)/(2*sp.sqrt(3)), x*y, (x**2 - y**2)/2, x*z, y*z]
nodes, weights = np.polynomial.legendre.leggauss(8)
phi = 2*np.pi*np.arange(16)/16
ct, ph = np.meshgrid(nodes, phi, indexing="ij")
wt = np.repeat(weights[:, None], 16, axis=1)*2*np.pi/16
st = np.sqrt(1 - ct**2)
points = (st*np.cos(ph), st*np.sin(ph), ct)


def on_sphere(expr):
    return sp.lambdify((x, y, z), expr, "numpy")(*points)*np.ones_like(ct)


values = [on_sphere(p) for p in polys]
norms = [np.sqrt(np.sum(wt*v*v)) for v in values]


def angular_matrix(u, v):
    """Matrix of -i(u d/dv - v d/du) in the five real d orbitals."""
    out = np.zeros((5, 5), complex)
    for j, p in enumerate(polys):
        image = on_sphere(u*sp.diff(p, v) - v*sp.diff(p, u))
        for i in range(5):
            out[i, j] = -1j*np.sum(wt*values[i]*image)/(norms[i]*norms[j])
    return out


Lx, Ly, Lz = angular_matrix(y, z), angular_matrix(z, x), angular_matrix(x, y)
assert np.allclose(Lx@Lx + Ly@Ly + Lz@Lz, 6*np.eye(5), atol=1e-10)
assert np.allclose(Lx[:3, :3], 0, atol=1e-12)
assert np.allclose(Ly[:3, :3], 0, atol=1e-12)
Lz3 = Lz[:3, :3]
assert np.allclose(Lz3, [[0, 0, 0], [0, 0, 2j], [0, -2j, 0]], atol=1e-12)

# ---- lattice Hamiltonian from one hopping matrix and its rotations ----
angle = 2*np.pi/3
rot_orb = expm(-1j*angle*Lz3).real
rot_xy = np.array([[np.cos(angle), -np.sin(angle)],
                   [np.sin(angle), np.cos(angle)]])


def star(R, M):
    """Threefold images of the hopping M at R, with Hermitian partners."""
    hops = []
    R = np.array(R, float)
    for _ in range(3):
        hops += [(R, M), (-R, M.T)]
        R, M = rot_xy@R, rot_orb@M@rot_orb.T
    return hops


def nearest(t1_, t12_):
    return star([a, 0], np.array([[t0, t1_, t2], [-t1_, t11, t12_],
                                  [t2, -t12_, t22]]))


def bloch(k, hops, e1_=e1):
    H = np.diag([e1_, e2, e2]).astype(complex)
    for R, M in hops:
        H += np.exp(1j*np.dot(k, R))*M
    return H


def splittings(H, coupling=lam):
    up = np.linalg.eigvalsh(H + coupling/2*Lz3)
    down = np.linalg.eigvalsh(H - coupling/2*Lz3)
    return up - down


hops = nearest(t1, t12)
K = np.array([4*np.pi/(3*a), 0.0])
HK = bloch(K, hops)
rng = np.random.default_rng(4)

# mirror x -> -x must hold for the whole rotated set of hoppings
mirror = np.diag([1, -1, 1])
for k in rng.uniform(-10, 10, (5, 2)):
    assert np.allclose(bloch(k*[-1, 1], hops), mirror@bloch(k, hops)@mirror)

# ---- levels and orbital character at K ----
levels, states = np.linalg.eigh(HK)
Lz_mean = np.array([np.vdot(v, Lz3@v).real for v in states.T])
E_zero = e1 - 3*t0
E_plus = e2 - 1.5*(t11 + t22) - 3*np.sqrt(3)*t12
E_minus = e2 - 1.5*(t11 + t22) + 3*np.sqrt(3)*t12
assert np.allclose(levels, [E_plus, E_zero, E_minus], atol=1e-10)
assert np.allclose(Lz_mean, [2, 0, -2], atol=1e-10)

# rotation symmetry keeps H(K) diagonal in m for any hopping range
far = list(hops)
a1, a2 = np.array([a, 0]), np.array([a/2, a*np.sqrt(3)/2])
for n1, n2 in [(1, 1), (2, 0), (2, 1), (3, 0)]:
    far += star(n1*a1 + n2*a2, rng.normal(size=(3, 3)))
H_far = bloch(K, far)
assert np.allclose(H_far@Lz3, Lz3@H_far, atol=1e-9)
k_general = K + np.array([1.0, 0.7])
H_gen = bloch(k_general, far)
assert np.abs(H_gen@Lz3 - Lz3@H_gen).max() > 1e-2

# ---- spin splittings and tests of their cause ----
split_K, split_Kp = splittings(HK), splittings(bloch(-K, hops))
split_G = splittings(bloch(np.zeros(2), hops))
assert np.allclose(split_K, [2*lam, 0, -2*lam], atol=1e-10)
assert np.allclose(split_Kp, -split_K, atol=1e-10)
assert np.allclose(split_G, 0, atol=1e-10)
centro = nearest(0.0, 0.0)
for k in list(rng.uniform(-10, 10, (5, 2))) + [K]:
    assert np.allclose(splittings(bloch(k, centro)), 0, atol=1e-10)
split_swapped = splittings(bloch(K, hops, e1 - 3.0))
assert np.allclose(split_swapped[:2], [0, 2*lam], atol=1e-10)

# ---- band edges on a grid that contains K ----
b1 = 2*np.pi/a*np.array([1, -1/np.sqrt(3)])
b2 = 2*np.pi/a*np.array([0, 2/np.sqrt(3)])
n = 36
grid = np.array([np.linalg.eigvalsh(bloch(i/n*b1 + j/n*b2, hops))
                 for i in range(n) for j in range(n)])

# ---- conduction splitting away from K ----
A, B = 1.5*np.sqrt(3)*t2*a, 1.5*t1*a
ket = {s: np.array([0, s*1j, 1])/np.sqrt(2) for s in (1, -1)}
dq = np.array([0.006, 0.004])
H_lin = (bloch(K + dq, hops) - bloch(K - dq, hops))/2
for s in (1, -1):
    predicted = (A + s*B)*(dq[0] - s*1j*dq[1])/np.sqrt(2)
    assert abs((H_lin@ket[s])[0] - predicted) < 1e-4*abs(predicted)


def split_formula(q):
    vp, vm = (A + B)*q/np.sqrt(2), (A - B)*q/np.sqrt(2)
    return 2*lam*(vp**2/(E_zero - E_plus)**2 - vm**2/(E_minus - E_zero)**2)


def split_numeric(q):
    dirs = 2*np.pi*np.arange(12)/12
    return np.mean([splittings(bloch(K + q*np.array([np.cos(d), np.sin(d)]),
                                     hops))[1] for d in dirs])


assert abs(split_numeric(0.01)/split_formula(0.01) - 1) < 0.01
kT = const.k*temperature/const.e
q_T = np.sqrt(2*mass_ratio*const.m_e*const.k*temperature)/const.hbar*1e-9

# ---- odd orbitals dxz, dyz: full L.S in ten spin-orbitals at K ----
H5 = np.zeros((5, 5), complex)
H5[:3, :3] = HK
H5[3:, 3:] = ((E_odd_plus + E_odd_minus)/2*np.eye(2)
              + (E_odd_plus - E_odd_minus)/2*Lz[3:, 3:])
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.diag([1, -1])]


def full_splitting(orbital, coupling):
    H = np.kron(H5, np.eye(2)) + coupling/2*sum(
        np.kron(L, s) for L, s in zip((Lx, Ly, Lz), pauli))
    E, V = np.linalg.eigh(H)
    pick = [E[np.argmax(np.abs(np.kron(orbital, spin).conj()@V))]
            for spin in ([1, 0], [0, 1])]
    return pick[0] - pick[1]


d_zero = np.array([1, 0, 0, 0, 0], complex)
d_two = np.concatenate([ket[1], [0, 0]])


def odd_conduction(c):
    return 1.5*c**2*(1/(E_zero - E_odd_plus) - 1/(E_zero - E_odd_minus))


def odd_valence(c):
    return c**2/(E_odd_plus - E_plus)


weak = lam/10
assert abs(full_splitting(d_zero, weak)/odd_conduction(weak) - 1) < 0.01
assert abs((full_splitting(d_two, weak) - 2*weak)/odd_valence(weak) - 1) < 0.01
full_c, full_v = full_splitting(d_zero, lam), full_splitting(d_two, lam)

# ---- sulphur p orbitals: which circular one couples to dz2 at K ----
p_coupling = {}
for turn in (0, np.pi):
    phis = np.radians([30, 150, 270]) + turn
    sites = a/np.sqrt(3)*np.array([np.cos(phis), np.sin(phis)])
    p_coupling[turn] = np.array([abs(np.sum(np.exp(1j*(K@sites + m*phis))))/3
                                 for m in (-1, 0, 1)])
assert np.allclose(p_coupling[0], [1, 0, 0], atol=1e-10)
assert np.allclose(p_coupling[np.pi], [0, 0, 1], atol=1e-10)
# two-level check that weight w gives the splitting w*xi
mix = np.array([np.sqrt(1 - w_S), np.sqrt(w_S)])
H_mix = E_zero*np.outer(mix, mix) + (E_zero - 5)*(np.eye(2) - np.outer(mix, mix))
E_s = [np.linalg.eigvalsh(H_mix + s*xi_S/2*np.diag([0, 1]))[1] for s in (1, -1)]
assert abs((E_s[0] - E_s[1])/(w_S*xi_S) - 1) < 0.01


def meV(value):
    return f"{1000*value + 0.0:.2f} meV"


def clean(array, digits=3):
    return " ".join(f"{v:.{digits}f}" for v in np.round(array, digits) + 0.0)


print(f"lattice constant a = {a} nm; |K| = {K[0]:.3f} nm^-1")
print(f"on-site e1, e2 = {e1}, {e2} eV")
print(f"t0, t1, t2 = {t0}, {t1}, {t2} eV")
print(f"t11, t12, t22 = {t11}, {t12}, {t22} eV")
print(f"spin-orbit lam = {meV(lam)}")
print("Lz in (dz2, dxy, dx2-y2), imaginary part, row by row:")
for row in Lz3.imag:
    print("   ", clean(row, 1))
print(f"levels at K without spin (valence, conduction, upper) = {clean(levels)} eV")
print(f"<Lz> of these levels = {clean(Lz_mean)}")
print(f"mean energy of m=+2 and m=-2 at K = {(E_plus + E_minus)/2:.3f} eV")
print(f"orbital term 3*sqrt(3)*t12 = {3*np.sqrt(3)*t12:.3f} eV")
print(f"gap at K without spin = {levels[1] - levels[0]:.3f} eV")
print(f"gap at K with spin = {levels[1] - levels[0] - lam:.3f} eV")
print(f"splittings at K = {clean(1000*split_K, 2)} meV")
print(f"splittings at -K = {clean(1000*split_Kp, 2)} meV")
print(f"splittings at Gamma = {clean(1000*split_G, 2)} meV")
print(f"splittings at K, e1 lowered by 3 eV = {clean(1000*split_swapped, 2)} meV")
print(f"grid valence maximum minus value at K = {meV(grid[:, 0].max() - levels[0])}")
print(f"grid conduction minimum minus value at K = {meV(grid[:, 1].min() - levels[1])}")
print(f"A, B = {A:.4f}, {B:.4f} eV nm")
print(f"temperature = {temperature:.0f} K; kT = {meV(kT)}")
print(f"assumed electron mass = {mass_ratio} m_e; thermal q = {q_T:.3f} nm^-1")
print(f"conduction splitting at thermal q, formula = {meV(split_formula(q_T))}")
print(f"conduction splitting at thermal q, diagonalized = {meV(split_numeric(q_T))}")
print(f"assumed odd levels m=+1, m=-1 = {E_odd_plus}, {E_odd_minus} eV")
print(f"conduction splitting from odd orbitals, formula = {meV(odd_conduction(lam))}")
print(f"conduction splitting from odd orbitals, diagonalized = {meV(full_c)}")
print(f"valence splitting added by odd orbitals, formula = {meV(odd_valence(lam))}")
print(f"valence splitting with odd orbitals, diagonalized = {meV(full_v)}")
print(f"relative dz2 coupling to sulphur p, m=-1,0,1 = {clean(p_coupling[0])}")
print(f"same, sulphur triangle turned by 180 deg = {clean(p_coupling[np.pi])}")
print(f"assumed sulphur weight = {w_S}; sulphur coupling = {meV(xi_S)}")
print(f"size of sulphur conduction splitting = {meV(w_S*xi_S)}")
print(f"Boltzmann factor exp(-2 lam/kT) = {np.exp(-2*lam/kT):.5f}")
print("success")
```

Output:

```
lattice constant a = 0.32 nm; |K| = 13.090 nm^-1
on-site e1, e2 = 1.0, 2.1 eV
t0, t1, t2 = -0.2, 0.4, 0.5 eV
t11, t12, t22 = 0.2, 0.35, 0.05 eV
spin-orbit lam = 75.00 meV
Lz in (dz2, dxy, dx2-y2), imaginary part, row by row:
    0.0 0.0 0.0
    0.0 0.0 2.0
    0.0 -2.0 0.0
levels at K without spin (valence, conduction, upper) = -0.094 1.600 3.544 eV
<Lz> of these levels = 2.000 0.000 -2.000
mean energy of m=+2 and m=-2 at K = 1.725 eV
orbital term 3*sqrt(3)*t12 = 1.819 eV
gap at K without spin = 1.694 eV
gap at K with spin = 1.619 eV
splittings at K = 150.00 0.00 -150.00 meV
splittings at -K = -150.00 0.00 150.00 meV
splittings at Gamma = 0.00 0.00 0.00 meV
splittings at K, e1 lowered by 3 eV = 0.00 150.00 -150.00 meV
grid valence maximum minus value at K = 0.00 meV
grid conduction minimum minus value at K = -0.00 meV
A, B = 0.4157, 0.1920 eV nm
temperature = 300 K; kT = 25.85 meV
assumed electron mass = 0.5 m_e; thermal q = 0.582 nm^-1
conduction splitting at thermal q, formula = 2.94 meV
conduction splitting at thermal q, diagonalized = 2.81 meV
assumed odd levels m=+1, m=-1 = 3.2, 4.6 eV
conduction splitting from odd orbitals, formula = -2.46 meV
conduction splitting from odd orbitals, diagonalized = -2.54 meV
valence splitting added by odd orbitals, formula = 1.71 meV
valence splitting with odd orbitals, diagonalized = 151.65 meV
relative dz2 coupling to sulphur p, m=-1,0,1 = 1.000 0.000 0.000
same, sulphur triangle turned by 180 deg = 0.000 0.000 1.000
assumed sulphur weight = 0.1; sulphur coupling = 50.00 meV
size of sulphur conduction splitting = 5.00 meV
Boltzmann factor exp(-2 lam/kT) = 0.00302
success
```
